**Diffraction from regular and random staircases**

The program studies kinematic scattering from terraces of $N$ atoms with spacing $a$, step height $d$, lateral offset $g$ and period $L=Na+g$. It asserts that a direct sum over atomic coordinates equals the terrace factor times the step factor, and that an out-of-phase beam has maxima at $\pm\pi/L$ from its centre. For independent random widths, it compares the derived profile with an atom-by-atom Markov chain. For geometric widths with step probability $p=1/8$, it asserts that the out-of-phase profile is a periodic sum of Lorentzians with half width $-\ln(1-2p)$ in $K_xa$; the derivation covers $0<p<1/2$. Simulated surfaces with steps of random sign agree with this profile to within 2.92% in every bin, against an asserted tolerance of 5%. In the example with mean width 8 atoms and $a=5$ bohr, the regular splitting is 0.157 bohr⁻¹, while the geometric distribution gives one line of full width 0.116 bohr⁻¹. A narrow distribution of widths 7, 8 and 9 remains split.

## Check in Python

```python
"""Kinematic diffraction from stepped surfaces (atomic units).

Result under test:
(A) A regular staircase (N atoms per terrace, M terraces, period L = N a + g,
    step height d) scatters as terrace factor times step factor; an
    out-of-phase beam splits into two spots 2 pi / L apart.
(B) Geometric terrace widths, P(N) = p (1-p)^(N-1), give at out-of-phase
    conditions an unsplit periodic sum of Lorentzians, half width -ln(1-2p).
Symbols: theta = Kx a, phi = Kz d, a = atom spacing, g = lateral step offset,
S = intensity per atom, lam = correlation factor per atom spacing.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi


def direct_intensity(Kx, Kz, N, M, a, g, d):
    """Squared sum over all atoms, straight from their coordinates."""
    m, n = np.meshgrid(np.arange(M), np.arange(N), indexing="ij")
    x = (m * (N * a + g) + n * a).ravel()
    z = (-m * d).ravel()
    Kx, Kz = np.broadcast_arrays(np.atleast_1d(Kx), np.atleast_1d(Kz))
    phase = np.outer(Kx, x) + np.outer(Kz, z)
    return np.abs(np.exp(-1j * phase).sum(axis=1)) ** 2


def lattice_factor(count, angle):
    return np.sin(count * angle / 2) ** 2 / np.sin(angle / 2) ** 2


def renewal_profile(theta, widths, probs, phi):
    """Derived profile for independent terrace widths."""
    theta = np.atleast_1d(theta)
    beta = np.exp(-1j * np.outer(theta, widths)) @ probs
    s = np.exp(1j * phi)
    mean = widths @ probs
    top = 2 * ((1 - beta) * (1 - s) / (1 - s * beta)).real
    return top / (4 * mean * np.sin(theta / 2) ** 2)


def transfer_profile(theta, widths, probs, phi):
    """Atom-by-atom Markov chain; state = atoms left on the terrace."""
    R = int(widths.max())
    P = np.zeros(R)
    P[widths.astype(int) - 1] = probs
    stationary = np.cumsum(P[::-1])[::-1] / (widths @ probs)
    T = np.zeros((R, R), complex)
    T[np.arange(1, R), np.arange(R - 1)] = 1
    T[0] += np.exp(1j * phi) * P
    out = []
    for t in np.atleast_1d(theta):
        v = np.linalg.solve(np.eye(R) - np.exp(-1j * t) * T, np.ones(R))
        out.append(2 * (stationary @ v).real - 1)
    return np.array(out)


def series_profile(theta, lam, terms=3000):
    """Explicit Fourier sum of the correlation function lam**n."""
    n = np.arange(1, terms)
    theta = np.atleast_1d(theta)
    waves = np.exp(-1j * np.outer(theta, n))
    return 1 + 2 * (waves @ (complex(lam) ** n)).real


def closed_profile(theta, lam):
    return (1 - lam**2) / (1 - 2 * lam * np.cos(theta) + lam**2)


def lorentzian_sum(theta, lam, J=20000):
    gamma, centre = -np.log(abs(lam)), np.angle(lam)
    shift = 2 * pi * np.arange(-J, J + 1)
    return np.array([(2 * gamma / (gamma**2 + (t - centre - shift) ** 2)).sum()
                     for t in np.atleast_1d(theta)])


# Model parameters
a, d, N, order = 5.0, 4.0, 8, 5
L = N * a
g_test = 2.0
L_test = L + g_test

# Factorization, at generic transfers and with a lateral offset
Kx = np.array([0.07, 0.31, 0.83, 1.41])
Kz = np.array([0.4, 1.1, 1.9, 2.6])
direct = direct_intensity(Kx, Kz, N, 6, a, g_test, d)
product = lattice_factor(N, Kx * a) * lattice_factor(6, Kx * L_test - Kz * d)
assert np.allclose(direct, product, rtol=1e-9, atol=1e-8)

# Split pair around the first-order beam with offset; finite M shifts
# each maximum by about 1/M**2, the grid by a few 1e-4 of pi/L
M = 100
G = 2 * pi / a
Kz_out = (pi + G * g_test) / d
offset = np.linspace(0.3, 1.7, 4001) * pi / L_test
for side in (-1, 1):
    scan = direct_intensity(G + side * offset, Kz_out, N, M, a, g_test, d)
    best = np.argmax(scan)
    assert abs(offset[best] * L_test / pi - 1) < 1e-3
    expected = lattice_factor(N, pi * a / L_test)
    assert abs(scan[best] / M**2 / expected - 1) < 2e-3

# In-phase satellites vanish without offset, survive with offset
sat0 = direct_intensity(2 * pi / L, 0.0, N, M, a, 0.0, d)[0] / (N * M) ** 2
satg = direct_intensity(2 * pi / L_test, 0.0, N, M, a, g_test, d)[0]
satg /= (N * M) ** 2
assert sat0 < 1e-18 and satg > 1e-3

# Weights of the out-of-phase spots of the regular staircase
spots = (2 * np.arange(N) + 1) * pi / N
weights = lattice_factor(N, spots) / N**2
assert abs(weights.sum() - 1) < 1e-12
big = 2000
assert abs(lattice_factor(big, pi / big) / big**2 - 4 / pi**2) < 1e-6

# Emission angles at normal incidence
k = order * pi / (2 * d)
energy = k**2 / 2


def step_phase(alpha):
    return k * L * np.sin(alpha) - k * d * (1 + np.cos(alpha))


alpha_plus = brentq(lambda t: step_phase(t) + (order - 1) * pi, 0, 0.1)
alpha_minus = brentq(lambda t: step_phase(t) + (order + 1) * pi, -0.1, 0)
for root in (alpha_plus, alpha_minus):
    grid = root * np.linspace(0.4, 1.6, 4001)
    scan = direct_intensity(k * np.sin(grid), k * (1 + np.cos(grid)),
                            N, M, a, 0.0, d)
    assert abs(grid[np.argmax(scan)] / root - 1) < 1e-3
split_angle = alpha_plus - alpha_minus
simple_angle = 2 * pi / (k * L)
assert abs(split_angle / simple_angle - 1) < 0.01

# Independent random widths: derived formula against the Markov chain
p = 1 / N
lam = 1 - 2 * p
narrow_w, narrow_p = np.array([7.0, 8.0, 9.0]), np.ones(3) / 3
geo_w = np.arange(1.0, 301.0)
geo_p = p * (1 - p) ** (geo_w - 1)
angles = np.array([0.05, 0.3, 0.9, 2.2, -1.3])
for w, prob in ((narrow_w, narrow_p), (geo_w, geo_p)):
    for phi in (pi, 2.0):
        assert np.allclose(renewal_profile(angles, w, prob, phi),
                           transfer_profile(angles, w, prob, phi), rtol=1e-8)
narrow_zero = transfer_profile(0.0, narrow_w, narrow_p, pi)[0]
geo_zero = transfer_profile(0.0, geo_w, geo_p, pi)[0]
for value, w, prob in ((narrow_zero, narrow_w, narrow_p),
                       (geo_zero, geo_w, geo_p)):
    mean = w @ prob
    variance = (w - mean) ** 2 @ prob
    assert abs(value - variance / mean) < 1e-8
assert np.allclose(transfer_profile(angles, geo_w, geo_p, pi),
                   closed_profile(angles, lam), rtol=1e-8)

# Narrow distribution stays split, geometric one does not
fine = np.linspace(0.002, pi, 20001)
narrow_scan = renewal_profile(fine, narrow_w, narrow_p, pi)
narrow_peak = fine[np.argmax(narrow_scan)]
assert abs(narrow_peak * N / pi - 1) < 0.01
geo_scan = renewal_profile(fine, geo_w, geo_p, pi)
assert np.all(np.diff(geo_scan) < 0)

# Correlation law: exact average over every one-way staircase of 10 atoms
atoms, p_test, phi_test, t_test = 10, 0.3, 2.0, 0.7
average = 0.0
for bonds in itertools.product((0, 1), repeat=atoms - 1):
    level = np.concatenate(([0], np.cumsum(bonds)))
    amp = np.exp(1j * (phi_test * level - t_test * np.arange(atoms))).sum()
    steps = sum(bonds)
    average += (p_test**steps * (1 - p_test) ** (atoms - 1 - steps)
                * abs(amp) ** 2)
lam_test = 1 - p_test + p_test * np.exp(1j * phi_test)
n = np.arange(1, atoms)
law = atoms + 2 * ((atoms - n) * (lam_test * np.exp(-1j * t_test)) ** n
                   ).sum().real
assert abs(average - law) < 1e-9

# Lorentzian sum, centred and (away from out-of-phase) shifted;
# truncating the sum leaves an error near 1e-6
lam_quarter = 1 - p + p * np.exp(1j * pi / 2)
for factor in (lam, lam_quarter):
    assert np.allclose(series_profile(angles, factor),
                       lorentzian_sum(angles, factor), atol=1e-5)

# Short mean terraces: flat at p = 1/2, zone-boundary peak above it
flat_p = 0.5 ** geo_w
assert np.allclose(transfer_profile(angles, geo_w, flat_p, pi), 1, atol=1e-9)
short_p = 0.7 * 0.3 ** (geo_w - 1)
short_scan = renewal_profile(fine, geo_w, short_p, pi)
assert np.argmax(short_scan) == len(fine) - 1

# Random surfaces with steps of random sign, drawn terrace by terrace;
# statistical error of a bin is about 0.8 percent
rng = np.random.default_rng(7)
chains, sites = 2000, 2048
edges = np.cumsum(rng.geometric(p, size=(chains, 400)), axis=1)
assert edges[:, -1].min() >= sites
rows, cols = np.nonzero(edges < sites)
jumps = np.zeros((chains, sites))
jumps[rows, edges[rows, cols]] = rng.choice([-1, 1], size=len(rows))
amplitude = np.cos(pi * np.cumsum(jumps, axis=1))
sampled = (np.abs(np.fft.fft(amplitude, axis=1)) ** 2).mean(axis=0) / sites
fft_theta = 2 * pi * np.arange(sites) / sites
binned = sampled.reshape(-1, 8).mean(axis=1)
theory = lorentzian_sum(fft_theta, lam, J=2000).reshape(-1, 8).mean(axis=1)
mc_error = np.max(np.abs(binned / theory - 1))
assert mc_error < 0.05


# Full width at half maximum, found numerically from the Fourier sum
def numerical_fwhm(factor):
    half = series_profile(0.0, factor)[0] / 2
    return 2 * brentq(lambda t: series_profile(t, factor)[0] - half, 0, pi)


fwhm = {}
for mean_width in (8, 20, 80):
    factor = 1 - 2 / mean_width
    fwhm[mean_width] = numerical_fwhm(factor)
    formula = 4 * np.arcsin((1 - factor) / (2 * np.sqrt(factor)))
    assert abs(fwhm[mean_width] - formula) < 1e-8
assert abs(fwhm[80] * 80 / 4 - 1) < 0.03

gamma = -np.log(lam)
print(f"atom spacing a = {a:.1f} bohr")
print(f"step height d = {d:.1f} bohr")
print(f"atoms per terrace N = {N}")
print(f"staircase period L = {L:.1f} bohr")
print(f"specular phase Kz d / pi = {2 * k * d / pi:.1f}")
print(f"electron wave number k = {k:.4f} 1/bohr")
print(f"electron energy = {energy:.4f} hartree = {energy*HARTREE_EV:.2f} eV")
print(f"split spots at Kx = +/- {pi / L:.5f} 1/bohr")
print(f"splitting 2 pi/L = {2 * pi / L:.5f} 1/bohr")
print(f"weight of each main spot = {weights[0]:.4f}")
print(f"weight of each next spot = {weights[1]:.4f}")
print(f"sum of the N spot weights = {weights.sum():.6f}")
print(f"wide-terrace main weight 4/pi^2 = {4 / pi**2:.4f}")
print(f"emission angle, + spot = {np.degrees(alpha_plus):.4f} deg")
print(f"emission angle, - spot = {np.degrees(alpha_minus):.4f} deg")
print(f"angular splitting = {np.degrees(split_angle):.4f} deg")
print(f"estimate 2 pi/(k L) = {np.degrees(simple_angle):.4f} deg")
print(f"offset used in check g = {g_test:.1f} bohr")
print(f"in-phase satellite / main, with offset = {satg:.5f}")
print(f"narrow widths 7,8,9: peak theta = {narrow_peak:.4f} rad")
print(f"regular staircase: spot theta = {pi / N:.4f} rad")
print(f"narrow widths: peak S = {narrow_scan.max():.2f}")
print(f"narrow widths: S(0) = {narrow_zero:.4f}")
print(f"geometric widths: step probability p = {p:.4f}")
print(f"geometric widths: lam = {lam:.4f}")
print(f"geometric widths: S(0) = {geo_zero:.4f}")
S_split = closed_profile(pi / N, lam)
S_edge = closed_profile(pi, lam)
print(f"geometric widths: S at theta = pi/N: {S_split:.4f}")
print(f"geometric widths: S at theta = pi: {S_edge:.4f}")
print(f"Lorentzian half width gamma = {gamma:.5f} rad")
print(f"single-Lorentzian full width 2 gamma/a = {2*gamma/a:.5f} 1/bohr")
for mean_width, width in fwhm.items():
    print(f"mean width {mean_width}: FWHM = {width / a:.5f} 1/bohr, "
          f"4/<L> = {4 / (mean_width * a):.5f} 1/bohr")
print(f"phi = pi/2: line centre theta = {np.angle(lam_quarter):.4f} rad")
print(f"phi = pi/2: half width = {-np.log(abs(lam_quarter)):.4f} rad")
print(f"random surfaces: number = {chains}, atoms each = {sites}")
print(f"random surfaces: largest bin deviation = {100 * mc_error:.2f} %")
print("tests ok")
```

Printed output:

```
atom spacing a = 5.0 bohr
step height d = 4.0 bohr
atoms per terrace N = 8
staircase period L = 40.0 bohr
specular phase Kz d / pi = 5.0
electron wave number k = 1.9635 1/bohr
electron energy = 1.9277 hartree = 52.45 eV
split spots at Kx = +/- 0.07854 1/bohr
splitting 2 pi/L = 0.15708 1/bohr
weight of each main spot = 0.4105
weight of each next spot = 0.0506
sum of the N spot weights = 1.000000
wide-terrace main weight 4/pi^2 = 0.4053
emission angle, + spot = 2.2879 deg
emission angle, - spot = -2.2971 deg
angular splitting = 4.5849 deg
estimate 2 pi/(k L) = 4.5837 deg
offset used in check g = 2.0 bohr
in-phase satellite / main, with offset = 0.00260
narrow widths 7,8,9: peak theta = 0.3924 rad
regular staircase: spot theta = 0.3927 rad
narrow widths: peak S = 126.27
narrow widths: S(0) = 0.0833
geometric widths: step probability p = 0.1250
geometric widths: lam = 0.7500
geometric widths: S(0) = 7.0000
geometric widths: S at theta = pi/N: 2.4762
geometric widths: S at theta = pi: 0.1429
Lorentzian half width gamma = 0.28768 rad
single-Lorentzian full width 2 gamma/a = 0.11507 1/bohr
mean width 8: FWHM = 0.11587 1/bohr, 4/<L> = 0.10000 1/bohr
mean width 20: FWHM = 0.04218 1/bohr, 4/<L> = 0.04000 1/bohr
mean width 80: FWHM = 0.01013 1/bohr, 4/<L> = 0.01000 1/bohr
phi = pi/2: line centre theta = 0.1419 rad
phi = pi/2: half width = 0.1234 rad
random surfaces: number = 2000, atoms each = 2048
random surfaces: largest bin deviation = 2.92 %
tests ok
```
